**Direct and triangular-barrier tunnelling through an oxide**

The program tests the WKB current density $J\simeq(K/c^2)e^{-S_0}(1-e^{-ceV})$ for a voltage $V$ across an oxide between identical metals. Here $S_0$ is the tunnelling exponent at the cathode Fermi level, $c$ is its rate of decrease with longitudinal energy, and $K=em/(2\pi^2\hbar^3)$ contains the oxide mass $m$. It asserts that the closed exponent and slope agree with numerical integration, and that the low-voltage conductance and cubic coefficient agree with a sum over electron states. It also asserts the triangular-barrier current, its logarithmic slope, its independence of thickness at fixed field, and the logarithmic discharge law. A numerical Schrödinger solution tests the transmission, including the prefactor that the WKB current omits. For an imposed $10^{-2}\ \mathrm{A/cm^2}$, the output gives 0.36 V across 2 nm and 6.68 V across 6 nm. The printed correction factors show that image forces and band dispersion can each change the current by more than a factor of ten.

## Program and output

```python
# Result under test: WKB tunnelling through an oxide with barrier U(x) = phi - F*x
# (energies from the cathode Fermi level), identical metal electrodes, zero temperature:
#   J = K/c^2 * exp(-S0) * (1 - exp(-c*V)),
# S0 = WKB exponent at the Fermi level, c = -dS/dW there, W = longitudinal oxide energy,
# K = e*m/(2 pi^2 hbar^3), m = oxide mass. Low voltage: J = G*V*(1 + gamma*V^2).
# Triangular barrier (V > phi): J = alpha*F^2*exp(-B/F).
# Working units: eV, V, nm, V/nm (1 V/nm = 10 MV/cm), A/cm^2, s.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, expn, digamma

PHI, MOX, MEL, EF = 3.0, 0.5, 1.0, 5.0
THIN, THICK = 2.0, 6.0
PLASMA_CURRENT, ANTENNA_RATIO = 1e-4, 100.0
EPS_STATIC, EPS_FAST, GAP = 3.9, 2.2, 9.0
TEMPERATURE, BREAKDOWN_MV_CM, SMALL_EF = 350.0, 10.0, 0.1
Q = np.sqrt(2 * sc.m_e * sc.e) / sc.hbar * 1e-9
QOX = Q * np.sqrt(MOX)
K = sc.e * MOX * sc.m_e * sc.e**2 / (2 * np.pi**2 * sc.hbar**3) * 1e-4
STATE_FACTOR = sc.e**2 / (2 * np.pi**2 * sc.hbar) * 1e14
EPS = EPS_STATIC * sc.epsilon_0 * 1e5  # C/cm^2 per V/nm
KT = sc.k * TEMPERATURE / sc.e


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


T_NODES, T_WEIGHTS = unit_gauss(40)
K_NODES, K_WEIGHTS = unit_gauss(80)
P_NODES, P_WEIGHTS = unit_gauss(12)


def panels(low, high):
    count = max(1, int(np.ceil((high - low) / 0.25)))
    width = (high - low) / count
    starts = low + width * np.arange(count)
    nodes = (starts[:, None] + width * P_NODES).ravel()
    return nodes, np.tile(width * P_WEIGHTS, count)


def exponent_quadrature(W, V, d):
    """Integrate the decay rate numerically up to the face or turning point."""
    W = np.asarray(W, dtype=float)
    F = V / d
    end = np.minimum(d, (PHI - W) / F)
    x = end[..., None] * (1 - T_NODES**2)
    height = np.maximum(PHI - W[..., None] - F * x, 0)
    return 4 * QOX * end * np.sum(T_WEIGHTS * T_NODES * np.sqrt(height), axis=-1)


def current_from_states(V, d, kT=0.0, fermi=EF):
    """Sum over total energy and parallel momentum with the finite Fermi disc."""
    margin = 1.0 if kT else 0.0
    E, wE = panels(max(-fermi, -V - margin), margin)
    occupation = expit(-E / kT) - expit(-(E + V) / kT) if kT else np.ones_like(E)
    kmax = Q * np.sqrt(MEL * (E + fermi))
    k = kmax[:, None] * K_NODES
    W = E[:, None] - k**2 / (MOX * Q**2)
    inner = kmax * np.sum(K_WEIGHTS * k * np.exp(-exponent_quadrature(W, V, d)), axis=1)
    return STATE_FACTOR * np.sum(wE * occupation * inner)


def current_wide_disc(V, d):
    low, wlow = panels(-V - 12, -V)
    top, wtop = panels(-V, 0)
    return K * (V * np.sum(wlow * np.exp(-exponent_quadrature(low, V, d)))
                + np.sum(-top * wtop * np.exp(-exponent_quadrature(top, V, d))))


def exponent_closed(W, V, d):
    far = max(PHI - W - V, 0)
    return 4 * QOX * d / (3 * V) * ((PHI - W)**1.5 - far**1.5)


def slope_closed(V, d):
    return 2 * QOX * d / V * (np.sqrt(PHI) - np.sqrt(max(PHI - V, 0)))


def current_shortcut(V, d):
    return K / slope_closed(V, d)**2 * np.exp(-exponent_closed(0, V, d))


def current_closed(V, d):
    return current_shortcut(V, d) * (1 - np.exp(-slope_closed(V, d) * V))


def low_voltage_coefficients(d):
    a = 2 * QOX * np.sqrt(PHI) * d
    G = 2 * K * PHI * np.exp(-a) * (1 + a) / a**2
    gamma = a**3 * (1 + np.exp(a) * expn(2, a)) / (96 * PHI**2 * (1 + a))
    return a, G, gamma


B = 4 * QOX * PHI**1.5 / 3
ALPHA = K / (4 * QOX**2 * PHI)


def log10_triangular(F):
    return np.log10(ALPHA * F**2) - B / F / np.log(10)


def exact_transmission(V, d):
    """Schroedinger solution at the Fermi level for zero parallel momentum."""
    k1, k2 = Q * np.sqrt(MEL * EF), Q * np.sqrt(MEL * (EF + V))

    def equation(x, y):
        return [MOX * y[1], Q**2 * (PHI - V * x / d) * y[0]]

    solution = solve_ivp(equation, [d, 0], [1 + 0j, 1j * k2 / MEL],
                         method="DOP853", rtol=1e-9, atol=1e-11)
    assert solution.success
    psi, flux = solution.y[:, -1]
    incident = (psi + flux * MEL / (1j * k1)) / 2
    return k2 / k1 / abs(incident)**2


# Exponent and its slope, in both regimes
for V, d in ((1.0, THIN), (2.5, THIN), (6.5, THICK)):
    assert np.isclose(exponent_quadrature(0, V, d), exponent_closed(0, V, d), rtol=1e-5)
    h = 1e-3
    numeric = (exponent_quadrature(-h, V, d) - exponent_quadrature(h, V, d)) / (2 * h)
    assert np.isclose(numeric, slope_closed(V, d), rtol=1e-4)

# Low-voltage expansion against the state sum
a_thin, G_thin, gamma_thin = low_voltage_coefficients(THIN)
a_thick, G_thick, gamma_thick = low_voltage_coefficients(THICK)
for d, G in ((THIN, G_thin), (THICK, G_thick)):
    assert np.isclose(current_from_states(0.002, d) / 0.002, G, rtol=2e-4)
gamma_numeric = (current_from_states(0.1, THIN) / (0.1 * G_thin) - 1) / 0.1**2
assert np.isclose(gamma_numeric, gamma_thin, rtol=0.01)

# Triangular prefactor in SI form: the oxide mass must cancel
si_prefactor = sc.e**3 / (16 * np.pi**2 * sc.hbar * PHI * sc.e) * 1e18 * 1e-4
assert np.isclose(ALPHA, si_prefactor, rtol=1e-10)

# Voltages at which the oxide carries the imposed current
target = PLASMA_CURRENT * ANTENNA_RATIO
V_thin = brentq(lambda V: np.log(current_from_states(V, THIN) / target), 0.01, 2.5)
V_thick = brentq(lambda V: np.log(current_from_states(V, THICK) / target), 4.0, 9.0)
F_thin, F_thick = V_thin / THIN, V_thick / THICK
assert V_thin < PHI < V_thick
for V, d in ((V_thin, THIN), (V_thick, THICK)):
    assert np.isclose(current_wide_disc(V, d), current_from_states(V, d), rtol=1e-3)
assert np.isclose(10**log10_triangular(F_thick), target, rtol=0.10)
same_field = current_from_states(F_thick * 8, 8.0) / target
assert np.isclose(same_field, 1, rtol=0.01)


def logarithmic_slope(V, d):
    ratio = current_from_states(1.01 * V, d) / current_from_states(V / 1.01, d)
    return np.log(ratio) / (2 * np.log(1.01))


slope_thin, slope_thick = logarithmic_slope(V_thin, THIN), logarithmic_slope(V_thick, THICK)
assert np.isclose(slope_thick, 2 + B / F_thick, rtol=0.02)

# Discharge: time recomputed from state-sum currents
F_after = B / np.log(np.exp(B / F_thick) + ALPHA * B * 1.0 / EPS)
assert F_after * THICK > PHI
u_nodes, u_weights = unit_gauss(16)
u_span = 1 / F_after - 1 / F_thick
u = 1 / F_thick + u_span * u_nodes
decay_currents = np.array([current_from_states(THICK / value, THICK) for value in u])
decay_time = u_span * np.sum(u_weights * EPS / (u**2 * decay_currents))
assert np.isclose(decay_time, 1, rtol=0.10)

# Schroedinger test of the exponent and size of the omitted prefactor
T_thin, T_thick = exact_transmission(V_thin, THIN), exact_transmission(V_thick, THICK)
wkb_thin = np.exp(-exponent_closed(0, V_thin, THIN))
wkb_thick = np.exp(-exponent_closed(0, V_thick, THICK))


def face_factor(metal_speed, barrier_speed):
    return 4 * metal_speed * barrier_speed / (metal_speed**2 + barrier_speed**2)


v_cathode = Q * np.sqrt(EF / MEL)
v_barrier = QOX * np.sqrt(PHI) / MOX
v_far = QOX * np.sqrt(PHI - V_thin) / MOX
v_anode = Q * np.sqrt((EF + V_thin) / MEL)
faces = face_factor(v_cathode, v_barrier) * face_factor(v_anode, v_far)
assert np.isclose(T_thin / wkb_thin, faces, rtol=0.03)
v_exit = QOX * np.sqrt(V_thick - PHI) / MOX
v_anode_thick = Q * np.sqrt((EF + V_thick) / MEL)
mismatch = max(v_exit / v_anode_thick, v_anode_thick / v_exit)
relative = T_thick / wkb_thick / face_factor(v_cathode, v_barrier)
# Reflection at the anode face bounds the oscillation; 10% allows for WKB corrections.
assert 1 / (1.1 * mismatch) < relative < 1.1 * mismatch

# Image energy between two metal planes, checked against the explicit image series
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9


def image_energy(x, d):
    bracket = -2 * np.euler_gamma - digamma(x / d) - digamma(1 - x / d)
    return -COULOMB / (4 * EPS_FAST * d) * bracket


n = np.arange(1, 20001)
x_test = 0.3 * THIN
series = 1 / (2 * x_test) + np.sum(n * THIN / ((n * THIN)**2 - x_test**2) - 1 / (n * THIN))
assert np.isclose(image_energy(x_test, THIN), -COULOMB / (2 * EPS_FAST) * series, rtol=1e-6)

density = (2 * sc.m_e * MEL * EF * sc.e)**1.5 / (3 * np.pi**2 * sc.hbar**3)
screening_nm = np.sqrt(2 * sc.epsilon_0 * EF / (3 * density * sc.e)) * 1e9


def neglected_effects(V, d):
    x = (np.arange(20000) + 0.5) * d / 20000
    U = PHI - V * x / d

    def exponent(squared_rate):
        return 2 * QOX * d * np.mean(np.sqrt(np.maximum(squared_rate, 0)))

    base = exponent(U)
    assert np.isclose(base, exponent_closed(0, V, d), rtol=1e-4)
    drop = EPS_STATIC * V / d * screening_nm
    image = np.exp(base - exponent(U + image_energy(x, d)))
    two_band = np.exp(base - exponent(U * (1 - U / GAP)))
    screening = np.exp(base - exponent(U - drop))
    cold = current_from_states(V, d)
    thermal = current_from_states(V, d, kT=KT) / cold
    angle = np.pi * slope_closed(V, d) * KT
    thermal_formula = angle / np.sin(angle)
    assert np.isclose(thermal, thermal_formula, rtol=0.03)
    small_disc = current_from_states(V, d, fermi=SMALL_EF) / cold
    return image, two_band, drop, screening, thermal, thermal_formula, small_disc


print(f"Barrier {PHI:.1f} eV; oxide mass {MOX:.1f} m_e; metal mass {MEL:.1f} m_e")
print(f"Metal Fermi energy {EF:.1f} eV; thicknesses {THIN:.0f} and {THICK:.0f} nm")
print(f"Plasma imbalance {PLASMA_CURRENT*1e3:.2f} mA/cm2; antenna ratio {ANTENNA_RATIO:.0f}")
print(f"Imposed oxide current {target:.3e} A/cm2")
print(f"Static, fast permittivity {EPS_STATIC:.1f}, {EPS_FAST:.1f}")
print(f"Supply constant K {K:.4e} A/(cm2 eV2)")
print(f"Decay rate kappa {QOX*np.sqrt(PHI):.4f} 1/nm")
print(f"Triangular constant B {10*B:.2f} MV/cm")
print(f"Triangular prefactor alpha {ALPHA*1e-14:.4e} A/V2")
for d, a, G, gamma in ((THIN, a_thin, G_thin, gamma_thin),
                       (THICK, a_thick, G_thick, gamma_thick)):
    print(f"{d:.0f} nm: 2 kappa d {a:.3f}; G {G:.4e} S/cm2")
    print(f"  gamma {gamma:.4f} 1/V2; ohmic scale {gamma**-0.5:.3f} V")
    print(f"  ohmic discharge time {EPS/(G*d):.3e} s")
print(f"2 nm gamma from state sum {gamma_numeric:.4f} 1/V2")
print(f"2 nm shortcut current at V -> 0: {K*(2*PHI/a_thin)**2*np.exp(-a_thin):.3e} A/cm2")
print("2 nm currents in A/cm2: state sum, closed, shortcut; log10 triangular")
for V in (0.01, 0.1, 0.5, 1.0, 2.0):
    summed, closed = current_from_states(V, THIN), current_closed(V, THIN)
    assert np.isclose(closed, summed, rtol=0.15)
    print(f"  {V:.2f} V: {summed:.3e}, {closed:.3e}, "
          f"{current_shortcut(V, THIN):.3e}; {log10_triangular(V/THIN):.1f}")
for V, d, slope in ((V_thin, THIN, slope_thin), (V_thick, THICK, slope_thick)):
    print(f"{d:.0f} nm balance: {V:.4f} V; field {10*V/d:.3f} MV/cm")
    print(f"  S0 {exponent_closed(0, V, d):.3f}; c {slope_closed(V, d):.3f} 1/eV")
    print(f"  closed current {current_closed(V, d):.3e} A/cm2; dlnJ/dlnV {slope:.3f}")
    print(f"  log10 triangular current (A/cm2) {log10_triangular(V/d):.2f}")
print(f"2 + B/F at 6 nm balance {2+B/F_thick:.3f}")
print(f"Current ratio 8 nm / 6 nm at equal field {same_field:.5f}")
print(f"6 nm after 1 s: {F_after*THICK:.3f} V; {10*F_after:.3f} MV/cm")
print(f"Same discharge from state sum takes {decay_time:.3f} s")
print(f"Exact/WKB transmission: 2 nm {T_thin/wkb_thin:.3f}; 6 nm {T_thick/wkb_thick:.3f}")
print(f"Inputs: {TEMPERATURE:.0f} K; oxide gap {GAP:.0f} eV; small E_F {SMALL_EF:.1f} eV")
print(f"Thomas-Fermi screening length {screening_nm:.4f} nm")
for V, d in ((V_thin, THIN), (V_thick, THICK)):
    image, band, drop, screen, thermal, formula, disc = neglected_effects(V, d)
    print(f"{d:.0f} nm factors: image {image:.2f}; two-band {band:.2f}")
    print(f"  screening drop per face {drop:.3f} V; factor {screen:.2f}")
    print(f"  thermal factor {thermal:.4f}; formula {formula:.4f}")
    print(f"  small Fermi disc factor {disc:.4f}")
    print(f"  field / rough breakdown field {10*V/d/BREAKDOWN_MV_CM:.3f}")
print(f"Rough breakdown field used {BREAKDOWN_MV_CM:.0f} MV/cm")
print("success")
```

Printed output:

```
Barrier 3.0 eV; oxide mass 0.5 m_e; metal mass 1.0 m_e
Metal Fermi energy 5.0 eV; thicknesses 2 and 6 nm
Plasma imbalance 0.10 mA/cm2; antenna ratio 100
Imposed oxide current 1.000e-02 A/cm2
Static, fast permittivity 3.9, 2.2
Supply constant K 8.0916e+09 A/(cm2 eV2)
Decay rate kappa 6.2746 1/nm
Triangular constant B 250.98 MV/cm
Triangular prefactor alpha 5.1381e-07 A/V2
2 nm: 2 kappa d 25.098; G 2.5320e-02 S/cm2
  gamma 0.7271 1/V2; ohmic scale 1.173 V
  ohmic discharge time 6.819e-05 s
6 nm: 2 kappa d 75.295; G 1.3032e-24 S/cm2
  gamma 6.5595 1/V2; ohmic scale 0.390 V
  ohmic discharge time 4.416e+17 s
2 nm gamma from state sum 0.7290 1/V2
2 nm shortcut current at V -> 0: 5.821e-03 A/cm2
2 nm currents in A/cm2: state sum, closed, shortcut; log10 triangular
  0.01 V: 2.532e-04, 2.433e-04, 5.934e-03; -2176.9
  0.10 V: 2.550e-03, 2.431e-03, 7.063e-03; -212.9
  0.50 V: 1.512e-02, 1.387e-02, 1.563e-02; -37.1
  1.00 V: 4.957e-02, 4.400e-02, 4.445e-02; -14.7
  2.00 V: 5.299e-01, 4.534e-01, 4.534e-01; -3.2
2 nm balance: 0.3599 V; field 1.799 MV/cm
  S0 24.330; c 4.317 1/eV
  closed current 9.294e-03 A/cm2; dlnJ/dlnV 1.184
  log10 triangular current (A/cm2) -54.36
6 nm balance: 6.6828 V; field 11.138 MV/cm
  S0 22.534; c 11.267 1/eV
  closed current 1.042e-02 A/cm2; dlnJ/dlnV 24.495
  log10 triangular current (A/cm2) -1.98
2 + B/F at 6 nm balance 24.534
Current ratio 8 nm / 6 nm at equal field 1.00000
6 nm after 1 s: 4.488 V; 7.480 MV/cm
Same discharge from state sum takes 1.030 s
Exact/WKB transmission: 2 nm 3.984; 6 nm 2.331
Inputs: 350 K; oxide gap 9 eV; small E_F 0.1 eV
Thomas-Fermi screening length 0.0602 nm
2 nm factors: image 43.42; two-band 64.90
  screening drop per face 0.042 V; factor 1.20
  thermal factor 1.0261; formula 1.0284
  small Fermi disc factor 0.1454
  field / rough breakdown field 0.180
6 nm factors: image 15.23; two-band 11.12
  screening drop per face 0.262 V; factor 17.86
  thermal factor 1.2272; formula 1.2186
  small Fermi disc factor 0.4726
  field / rough breakdown field 1.114
Rough breakdown field used 10 MV/cm
success
```
